# Isotope Exchange on Refilled Interface Bonds Relaxes at the Dissociation Rate, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The exchange law and what instant refilling means

Consider passivated silicon bonds at a Si/SiO$_2$ interface, each holding one hydrogen or one deuterium atom. Every bond breaks at the same rate $k$, whichever isotope it holds, and is refilled at once from a fixed mixture that supplies deuterium with probability $p$. The mean fraction $f$ of bonds that hold deuterium is then

$$f(t)=p+(f_0-p)\,e^{-kt}, \tag{1}$$

where $f_0=f(0)$. The exchange relaxes at the dissociation rate $k$. The mixture fixes the end point $p$ but has no influence on the relaxation rate.

If hydrogen bonds break at rate $k_H$ and deuterium bonds at rate $k_D$, the law becomes

$$f(t)=f_\infty+(f_0-f_\infty)e^{-\lambda t},\qquad \lambda=pk_H+qk_D,\qquad f_\infty=\frac{pk_H}{\lambda}, \tag{2}$$

with $q=1-p$. Equation (1) is the case $k_H=k_D=k$, for which $\lambda=(p+q)k=k$ and $f_\infty=p$.

### Assumptions

The number of bond sites is fixed. A bond that is intact at time $t$ breaks in the next short interval $dt$ with probability $k_H\,dt$ or $k_D\,dt$, independently of its age. The rates are constant in time and the same for all sites.

A break counts as a dissociation here if the atom escapes. An atom that jumps off and returns to its own site before anything else happens leaves the isotope unchanged. If a fraction $b$ of all jumps ends in such a return, and the outcome of each jump is independent of the others, the escape rate is $(1-b)$ times the jump rate. It is this escape rate that enters the equations.

Each refill draws its isotope independently of the site's past. The number $p$ is the deuterium fraction among the atoms that become attached. It need not equal the deuterium fraction of the gas, because the two isotopes may be captured with different efficiency. "Fixed mixture" means that $p$ does not change during the anneal, so the released hydrogen must not accumulate near the interface.

### Derivation from the conversion rates

With immediate refilling every site is always occupied, so the hydrogen fraction is $1-f$. In the interval $dt$ a fraction $k_H(1-f)\,dt$ of all sites loses a hydrogen atom. Of these, the fraction $p$ receives deuterium, which raises $f$. The remaining fraction $q$ receives hydrogen again, and $f$ does not change. The gain is therefore $pk_H(1-f)\,dt$.

Likewise a fraction $k_Df\,dt$ of all sites loses a deuterium atom. Only the part $q$ that is refilled with hydrogen lowers $f$. The loss is $qk_Df\,dt$. Subtracting the loss from the gain and dividing by $dt$ gives

$$\frac{df}{dt}=pk_H(1-f)-qk_Df. \tag{3}$$

Collecting the terms in $f$,

$$\frac{df}{dt}=pk_H-(pk_H+qk_D)f=-\lambda\,(f-f_\infty), \tag{4}$$

where the last form follows from $\lambda f_\infty=pk_H$. Since $f_\infty$ is constant, the deviation $y=f-f_\infty$ obeys $dy/dt=-\lambda y$. Its solution is $y(t)=y(0)e^{-\lambda t}$, which is Eq. (2).

For equal rates Eq. (3) reads

$$\frac{df}{dt}=pk(1-f)-qkf=k(p-f), \tag{5}$$

because $-pkf-qkf=-kf$. A hydrogen bond turns into a deuterium bond at rate $pk$, and a deuterium bond turns into a hydrogen bond at rate $qk$. Neither conversion rate equals $k$. The approach of a two-state population to its steady state is governed by the sum of the forward and backward rates, and this sum is $pk+qk=k$.

The distinction matters when a rate is read from data. Starting from pure hydrogen, the initial slope of $f$ is $pk$, while the total change is $p$. Their quotient is $k$. The slope alone would give a rate too small by the factor $p$.

### Derivation from the history of one bond

The equal-rate result also follows without a differential equation for $f$. Let $P_0(t)$ be the probability that a given site has not broken up to time $t$. To remain unbroken up to $t+dt$ it must survive to $t$ and then survive the interval $dt$, so

$$P_0(t+dt)=P_0(t)(1-k\,dt)\quad\Rightarrow\quad P_0(t)=e^{-kt}. \tag{6}$$

With probability $e^{-kt}$ the site still holds its original atom, which is deuterium with probability $f_0$. With probability $1-e^{-kt}$ it has been refilled at least once. The present atom is then the one attached at the latest refill. For equal rates the break times carry no information about the isotopes, so this atom is deuterium with probability $p$, however many refills came before. Adding the two cases,

$$f(t)=f_0e^{-kt}+p\,(1-e^{-kt}), \tag{7}$$

which is Eq. (1) after the terms in $e^{-kt}$ are collected. The memory of the initial isotope is lost at the first break, and the first break occurs at rate $k$. Later breaks replace one random draw by another and leave the mean unchanged.

The argument shows where equality of the rates enters. If deuterium bonds break more slowly, a deuterium atom attached at some refill stays longer than a hydrogen atom would. An atom found at a later time is then more likely to be deuterium than an atom just attached. The last step to Eq. (7) fails, and Eq. (2) must be used.

### Limits, fluctuations and changing conditions

Equation (2) can be written $\lambda=k_D+p(k_H-k_D)$. The relaxation rate is linear in $p$ and lies between $k_D$ and $k_H$. For pure deuterium, $p=1$, it is $k_H$: a broken deuterium bond receives deuterium again, so its breaking leaves no trace. For pure hydrogen, $p=0$, it is $k_D$ for the same reason. Within this model, relaxation rates measured at two values of $p$ determine both dissociation rates.

The end point satisfies

$$f_\infty-p=\frac{pk_H-p(pk_H+qk_D)}{\lambda}=\frac{pq(k_H-k_D)}{\lambda}, \tag{8}$$

where $1-p=q$ was used. If hydrogen bonds break faster, $f_\infty$ exceeds the attached fraction $p$. It need not exceed the deuterium fraction of the gas.

For $N$ independent sites that are each deuterium with probability $f$, the observed fraction has standard deviation $\sqrt{f(1-f)/N}$. The exponential law describes the mean, and a device with few bonds scatters about it.

If the temperature varies in time, so that $k=k(t)$ is still common to both isotopes, Eq. (5) becomes $d(f-p)/dt=-k(t)(f-p)$ at fixed $p$. Dividing by $f-p$ and integrating gives

$$f(t)=p+(f_0-p)\exp\left[-\int_0^t k(t')\,dt'\right]. \tag{9}$$

The product $kt$ is replaced by the integrated rate. If $p$ also varies, $f$ follows it with a lag, and a single exponential is no longer to be expected.

Equation (2) was tested against a simulation of 200,000 single bonds with random break times and random refills. Two equal-rate cases, with $p=0.2$ and $p=0.5$, and two unequal-rate cases were compared at two times each. All agreed within 0.0056 in $f$, which is five times the largest possible standard error.

### How instant must the refill be?

Let $n_D$, $n_H$ and $n_B$ be the fractions of sites that hold deuterium, hold hydrogen, or are broken. They add up to one. A broken site is refilled at total rate $r$, with deuterium in the fraction $p$ of cases. Then

$$\frac{dn_D}{dt}=-k_Dn_D+rp\,n_B,\qquad \frac{dn_H}{dt}=-k_Hn_H+rq\,n_B. \tag{10}$$

Take equal rates first. Multiply the first equation by $q$, the second by $p$, and subtract. The refill terms cancel because $q\,rp\,n_B-p\,rq\,n_B=0$. The isotope imbalance $Q=qn_D-pn_H$ therefore obeys

$$\frac{dQ}{dt}=-kQ,\qquad Q(t)=Q(0)e^{-kt}, \tag{11}$$

for every positive $r$. Refilling adds the isotopes in the proportion $p:q$, for which $Q$ vanishes, so it cannot alter $Q$. Instant refilling is thus not needed for the rate $k$ to appear.

It does affect the number of intact bonds. Adding the equations in (10), with $S=n_D+n_H$ and $n_B=1-S$, gives

$$\frac{dS}{dt}=-kS+r(1-S)=r-(k+r)S. \tag{12}$$

The steady value is $r/(k+r)$. If all sites are intact at the start, $S(0)=1$ and

$$S(t)=\frac{r}{k+r}+\frac{k}{k+r}\,e^{-(k+r)t}. \tag{13}$$

The deuterium fraction among intact bonds follows from $Q=qn_D-p(S-n_D)=n_D-pS$. For a start with hydrogen alone, $Q(0)=-p$, and so

$$\frac{n_D}{S}=p+\frac{Q}{S}=p\left[1-\frac{e^{-kt}}{S(t)}\right]. \tag{14}$$

Once $S$ has settled, $1/S=1+k/r$. The factor $1+k/r$ can be absorbed in a shift of time:

$$\frac{n_D}{S}\simeq p\left[1-e^{-k(t-\tau)}\right],\qquad \tau=\frac1k\ln\left(1+\frac kr\right)\simeq\frac1r\quad(k\ll r). \tag{15}$$

A finite refill rate leaves the late decay rate at $k$ and, for $k\ll r$, delays the late exchange by about one refill time. As $r\to\infty$ the delay vanishes, $S\to1$, and Eq. (1) returns. Equations (11), (13) and (14) were tested by exponentiating the rate matrix of the three states for $r/k=0.3$, 3 and 50. They held to an absolute error below $10^{-10}$.

For unequal rates the refill speed does enter the decay. Insert $n_B=1-n_D-n_H$ in Eq. (10). Deviations from the steady state that vary as $e^{-st}$ require

$$(k_D+rp-s)(k_H+rq-s)-r^2pq=0. \tag{16}$$

Multiplying out, the terms $r^2pq$ cancel. The terms linear in $r$ are $r(qk_D+pk_H)-rs(p+q)=r(\lambda-s)$. What remains is $(k_D-s)(k_H-s)$. Hence

$$s=\lambda+\frac{(s-k_D)(s-k_H)}{r}. \tag{17}$$

For large $r$ the slow root is close to $\lambda$, so $s$ may be replaced by $\lambda$ on the right at leading order. From $\lambda-k_D=p(k_H-k_D)$ and $\lambda-k_H=-q(k_H-k_D)$,

$$s=\lambda-\frac{pq(k_H-k_D)^2}{r}+O(r^{-2}). \tag{18}$$

The correction vanishes for equal rates, in accord with Eq. (11). It was tested for $k_H=2$, $k_D=0.5$ and $p=0.3$ in a common rate unit: raising $r$ from 100 to 1000 reduced the error of Eq. (18) by a factor between 80 and 120, as a remainder of order $r^{-2}$ requires.

## Part II. An anneal in numbers and the limits of one exponential

The symbols carried over are these. The fraction of bonds that hold deuterium is $f$, with initial value $f_0$. An attached atom is deuterium with probability $p$ and hydrogen with probability $q=1-p$. Bonds with hydrogen and deuterium break at rates $k_H$ and $k_D$, both equal to $k$ in the basic case, and broken bonds are refilled at rate $r$. For equal rates and immediate refilling $f=p+(f_0-p)e^{-kt}$. For unequal rates the relaxation rate is $\lambda=pk_H+qk_D$ and the end point is $f_\infty=pk_H/\lambda$. A finite $r$ delays equal-rate exchange by about $1/r$ when $k\ll r$.

### The worked example

A hydrogen-passivated interface, $f_0=0$, is annealed at 823 K (550 °C) in a deuterium-rich gas near 10 atm. The attached atoms are 90% deuterium, $p=0.90$. The remaining parameters are rough typical values. The dissociation rate is taken as

$$k=\nu\,e^{-E/k_BT},\qquad \nu=10^{12}\ \mathrm{s^{-1}},\quad E=2.8\ \mathrm{eV}. \tag{19}$$

With $k_BT=0.07092$ eV the exponent is $2.8/0.07092=39.48$, and $k=7.14\times10^{-6}$ s$^{-1}$. The exchange time is

$$\frac1k=1.40\times10^5\ \mathrm{s}=38.9\ \mathrm{h}. \tag{20}$$

After this time $f=0.90\,(1-e^{-1})=0.569$. Half of the total change takes $\ln2/k=27.0$ h, and 90% of it takes $\ln10/k=89.6$ h. The simulation of single bonds gives 0.5690 at $kt=1$ and 0.7793 at $kt=2$, where the formula gives 0.5689 and 0.7782. These differences lie within the statistical tolerance of 0.0056.

Hydrogen bonds convert to deuterium bonds at $pk=6.43\times10^{-6}$ s$^{-1}$, and the reverse conversion runs at $qk=0.71\times10^{-6}$ s$^{-1}$. Their sum is $k$, as Eq. (5) requires.

### Is the refill fast enough?

Let refilling proceed by hydrogen molecules of any isotopic composition, with a rate coefficient of prefactor $10^{-7}$ cm$^3$ s$^{-1}$ and activation energy 1.5 eV. At 823 K the coefficient is $6.52\times10^{-17}$ cm$^3$ s$^{-1}$. With $5\times10^{18}$ molecules per cm$^3$ in the oxide,

$$r=(6.52\times10^{-17})(5\times10^{18})\ \mathrm{s^{-1}}=326\ \mathrm{s^{-1}}. \tag{21}$$

A broken bond waits about $1/r=3$ ms, while an intact one lasts 39 h on average. Counting thermal breaks only, with the freed atoms removed, the broken fraction is $k/(k+r)\approx2\times10^{-8}$. For bonds weaker by 0.16 eV it is about ten times larger and still negligible. In the numerical output these fractions, and $1/r$ expressed in minutes, appear as zero because they lie below the printed digits.

The margin is wide. To bring $r$ down to $k$ at the same temperature and gas density, the refill barrier would have to rise by $k_BT\ln(r/k)\approx1.25$ eV. With these parameters, then, instant refilling is a safe assumption.

For equal breaking rates and a fixed mixture, exchange relaxes at the dissociation rate $k$, and in the worked example refilling is fast enough to count as instant. What remains is to examine a spread of bond energies, unequal breaking and capture of the isotopes, attack by freed atoms, whether the mixture stays fixed, and how the model compares with a real interface.
